# Scale-by-scale Feshbach-Schur elimination for the ground energy of a spin-boson model

When states of a spin coupled to many photon modes are eliminated by means of a resolvent, an energy must be chosen in that resolvent. The effective operator depends on that energy, and the energy is the unknown. A simple guess is the energy of the uncoupled ground state. If the photons reach far enough down in frequency, this guess lies above a level of the eliminated states. Removing the photons scale by scale, with an improved energy at each scale, supplies a better starting value.

## The finite model

Take spin states $|\!\downarrow\rangle,|\!\uparrow\rangle$ with splitting $\Delta$ and

$$H=\Delta|\!\uparrow\rangle\langle\uparrow\!|+H_f+\sigma_x\phi,\quad H_f=\sum_{j=0}^{N-1}\omega_j a_j^\dagger a_j,\quad \phi=\sum_j g_j(a_j+a_j^\dagger).$$

Energies are in units of $\Delta$, so $\Delta=1$ in all numbers. Shell $j$ stands for the photons with $\Lambda\rho^{j+1}<\omega<\Lambda\rho^{j}$. With spectral density $J(\omega)=\alpha\omega$ and shell edges $a<b$,

$$g_j^2=\int_a^b\alpha\omega\,d\omega=\frac{\alpha}{2}(b^2-a^2),\qquad \omega_j=\frac{1}{g_j^2}\int_a^b\alpha\omega^2d\omega=\frac23\,\frac{b^3-a^3}{b^2-a^2}.$$

One step down multiplies both $g_j$ and $\omega_j$ by $\rho$. Each shell has a finite occupation cap of at least two photons, so $H$ is a finite real matrix.

The coupling flips the spin and changes the photon number by one. Hence parity is conserved, and $\Omega=|\!\downarrow,\text{vacuum}\rangle$ lies in the sector where spin down goes with an even photon number and spin up with an odd one. From here on $H$ is restricted to this sector, and $E$ is its lowest eigenvalue.

## The map and the naive use of it

Let $P$ be a projection onto basis states and $Q=1-P$. Write an eigenvector as $p+q$. The equation $(H-z)(p+q)=0$ has the two parts

$$P(H-z)p+PHq=0,\qquad QHp+(QHQ-z)q=0.$$

If $QHQ-z$ is invertible on $\mathrm{Ran}\,Q$, the second part gives $q=-(QHQ-z)^{-1}QHp$, and the first becomes $M(z)p=0$ with the Feshbach-Schur operator

$$M(z)=P(H-z)P-PHQ(QHQ-z)^{-1}QHP.$$

Here $p\neq0$, since $p=0$ would force $q=0$. Conversely, a kernel vector $p$ of $M(z)$ together with this $q$ solves both equations. So $z$ is an eigenvalue of $H$ if and only if $M(z)$ has a kernel.

The naive scheme keeps $\Omega$ alone. Since $\langle\Omega|H|\Omega\rangle=0$, it leaves the scalar equation

$$f(z)=-z-\langle v,(QHQ-z)^{-1}v\rangle=0,\qquad v=H\Omega=\sum_j g_j|\!\uparrow,1_j\rangle,$$

to be solved from $z=0$. Let $\mu_N$ be the lowest eigenvalue of $QHQ$. Below $\mu_N$ the function $f$ is smooth; above it there can be further poles and further roots.

A trial state shows the trouble. Put two photons in the lowest shell and the other shells and the spin in the ground state of the model with $N-1$ shells, of energy $E^{(N-1)}$. This state is orthogonal to $\Omega$ and has the right parity. The lowest shell contributes no coupling energy because $\langle2|a+a^\dagger|2\rangle=0$. Therefore

$$\mu_N\le E^{(N-1)}+2\omega_{N-1}.$$

Adding a shell cannot raise the ground energy, since the new shell may be left empty, and one shell already makes it negative. But $\omega_{N-1}\to0$ as shells are added. For enough shells $\mu_N<0$, and the start $z=0$ lies on the wrong side of a level of the eliminated block. The ground state has been lowered by more than the cost of a soft photon pair.

## Choosing the order of elimination

A cure is to eliminate expensive states first and to improve $z$ before cheap ones are touched. Let $P_n$ keep the states with spin down and shells $0,\dots,n-1$ empty. Then $P_0$ removes spin up, each further step removes one shell, and $P_N$ keeps $\Omega$. Write $Q_n=1-P_n$, $M_n(z)$ for the corresponding operator, and $\mu_n$ for the lowest eigenvalue of $Q_nHQ_n$.

**Does every step exist at $z=E$?** Multiply each basis state by $(-1)^{\text{photon number}}$. All off-diagonal elements of $H$ become negative or zero, and any basis state can be reached from $\Omega$ by adding photons one at a time. Take a real ground vector. Replacing its components by their absolute values does not raise the energy, so the new vector $\psi$ is also a ground vector. If $\psi_m=0$, row $m$ of the eigenvalue equation reads $\sum_{k\ne m}H_{mk}\psi_k=0$. Every term is $\le0$, so each vanishes and all neighbours of $m$ have zero component. By connectedness $\psi=0$, a contradiction. Thus no ground vector has a zero component. The ground level is also simple, because two independent ground vectors could be combined to make one component vanish.

By the variational principle $\mu_n\ge E$. Equality would give a ground vector inside $\mathrm{Ran}\,Q_n$, without an $\Omega$ component. Hence $\mu_n>E$ for every $n$ and every coupling strength in this finite model.

**The spin step.** Two spin-up states are not connected by $\sigma_x\phi$, so the first eliminated block is diagonal:

$$M_0(z)=H_f-z-\phi\,(\Delta+H_f-z)^{-1}\phi\quad\text{on even photon states}.$$

**The shell steps.** Define $S_n=P_n-(Q_nHQ_n-z)^{-1}Q_nHP_n$. By construction $(H-z)S_np=M_np$ for $p$ in $\mathrm{Ran}\,P_n$: the $Q_n$ part cancels. Split $M_n$ into the part $A$ on states with shell $n$ empty, the part $D$ on states with shell $n$ occupied, and the coupling $C$ from the first to the second. For $r$ in $\mathrm{Ran}\,P_{n+1}$ choose $p=r-Xr$ with $X=D^{-1}C$. The occupied part of $M_np$ is $Cr-DXr=0$, so

$$(H-z)S_n(r-Xr)=(A-C^TD^{-1}C)\,r .$$

The vector $S_n(r-Xr)$ has component $r$ in $\mathrm{Ran}\,P_{n+1}$, and $H-z$ maps it into $\mathrm{Ran}\,P_{n+1}$. For $z<\mu_{n+1}$ these two properties fix it uniquely as $S_{n+1}r$. Therefore

$$M_{n+1}=A-C^TD^{-1}C,\qquad S_{n+1}=S_n(1-X).$$

Repeated elimination gives the same operator as one elimination. A test of three shell steps against a single step from the full sector agreed within $10^{-11}$. The inverse of $D$ exists for $z<\mu_{n+1}$, because for $s\neq0$ in the occupied part

$$\langle s,Ds\rangle=\langle S_ns,(H-z)S_ns\rangle\ge(\mu_{n+1}-z)\|S_ns\|^2>0 .$$

**The derivative.** Differentiating the resolvent gives

$$-\frac{dM_n}{dz}=P_n+P_nHQ_n(Q_nHQ_n-z)^{-2}Q_nHP_n=S_n^TS_n\equiv W_n .$$

With $p$ and $q$ marking empty and occupied shell $n$, the relation for $S_{n+1}$ carries $W$ along:

$$W_{n+1}=W_{pp}-X^TW_{qp}-W_{pq}X+X^TW_{qq}X .$$

## What is solved at each scale

At scale $n$ solve $f_n(z)=\langle\Omega|M_n(z)|\Omega\rangle=0$ below $\mu_n$. This is the Feshbach-Schur equation for $H$ compressed to $\mathrm{span}(\Omega)\oplus\mathrm{Ran}\,Q_n$. An eigenvector of that compression with energy below $\mu_n$ must contain $\Omega$, so its eigenvalue is a root of $f_n$.

There is one such root. Below $\mu_n$,

$$f_n'=-1-\langle v,(Q_nHQ_n-z)^{-2}v\rangle\le-1,\qquad f_n''=-2\langle v,(Q_nHQ_n-z)^{-3}v\rangle\le0,$$

so there is at most one. For $n=0$ it exists because $f_0(0)<0$ while $\mu_0>0$. For $n\ge1$ the compressed basis is again connected to $\Omega$: add a photon from an eliminated shell if none is present, keep one such photon while removing all others, and remove it last. The sign argument above then shows that the lowest eigenvector contains $\Omega$, and its energy lies below $\mu_n$.

So $z_n$ is the lowest eigenvalue of the compression. The subspaces grow with $n$, hence

$$z_0\ge z_1\ge\dots\ge z_N=E .$$

Every intermediate result is an upper bound on the ground energy of the finite model.

Newton's step is

$$z'=z-\frac{f_n}{f_n'}=z+\frac{\langle\Omega|M_n|\Omega\rangle}{\langle\Omega|W_n|\Omega\rangle}=\frac{\langle S_n\Omega,HS_n\Omega\rangle}{\|S_n\Omega\|^2}.$$

The last form follows from $\langle\Omega|M_n|\Omega\rangle=\langle S_n\Omega,(H-z)S_n\Omega\rangle$. Start at $z_{n-1}\ge z_n$, where $f_n\le0$. A concave function lies below its tangent, so at the zero $z'$ of the tangent $f_n(z')\le0$, which means $z_n\le z'\le z$. The iteration descends to the root without passing it.

This needs $z_{n-1}<\mu_n$, which can fail at strong coupling and must be checked. The check costs nothing extra: attempt a Cholesky factorization of each $D$. For $z\le0$ the spin-up block is positive. If the blocks $D$ of shells $0,\dots,n-1$ are positive too, completing the square shell by shell shows that $Q_nHQ_n-z$ is positive, so $z<\mu_n$. If it fails, the start was too high, and bisection remains available, since a point is too high when the factorization fails or $f_n<0$, and too low when $f_n>0$.

## Six shells

Take $\Lambda=1$, $\alpha=0.2$, $\rho=1/2$ and $N=6$. Shells 0 to 5 hold at most 4, 3, 3, 2, 2 and 2 photons. For shell 0, $g_0^2=0.1\times0.75=0.075$, so $g_0=0.2739$, and $\omega_0=\tfrac23\times0.875/0.75=0.7778$. The lowest shell has $\omega_5=0.0243$.

At the first scale the root equation is explicit:

$$z_0=-\sum_j\frac{g_j^2}{\Delta+\omega_j-z_0}.$$

Inserting the computed $z_0=-0.05887$ on the right, the six terms are

$$0.04084+0.01295+0.00374+0.00101+0.00026+0.00007=0.05887,$$

as required. The later roots are $-0.06417$, $-0.06541$, $-0.06566$, $-0.06570$, $-0.06571$, and finally

$$z_6=-0.0657061\,\Delta .$$

Sparse diagonalization of the full matrix, with 4320 states and both parities, gives the same energy within the tested $10^{-11}$. The lowest level of the other parity is at $-0.0416$, so in this example $E$ is the ground energy of the whole model.

The naive start is on the wrong side here: $\mu_6=-0.0173$ lies below $z=0$, so the argument that Newton's iteration descends to $E$ does not apply. The iteration from $z=0$ still reaches $E$ in this example, within a few steps; what is lost is the guarantee. The iterated starts are safe. At $n=1$ the start is $0.0068$ above $E$ and $\mu_1$ is $0.611$ above it; at $n=6$ the two distances are $5.0\times10^{-7}$ and $0.048$.

With six shells one could also jump from $z_0$ straight to the last scale, since $z_0<\mu_6$. With nine shells this guarantee is lost. The trial-state bound gives $\mu_9\le-0.0657+2\omega_0/2^8=-0.0596$, which is below $z_0\approx-0.0589$.

At $z=E$ the vector $S_N\Omega$ is the ground vector with $\Omega$ component 1, so $1/W_N$ is the weight of $\Omega$ in the ground state. It is $0.9486$, in agreement with the eigenvector.

The map also knows excited levels, as long as enough states are kept. Completing the square with $q'=q+(Q_nHQ_n-z)^{-1}Q_nHp$ gives

$$\langle p+q,(H-z)(p+q)\rangle=\langle p,M_np\rangle+\langle q',(Q_nHQ_n-z)q'\rangle .$$

For $z<\mu_n$ the last term is positive for $q'\neq0$, so $M_n(z)$ has as many negative eigenvalues as $H$ has levels below $z$. At $z=-0.0056$, between the second and third levels of the sector, $M_3$ has 14 dimensions and two negative eigenvalues. The last scale cannot be used in this way, because $\mu_6$ already lies below the first excited level.

## How fast the error falls

Stopping at scale $n$ leaves out the states of $\mathrm{Ran}\,P_n$ other than $\Omega$. Let $c$ be the coupling of $\Omega$ to them in $M_n(E)$ and $D_R$ the block of $M_n(E)$ on them. Eliminating them gives $f_n(E)=c^TD_R^{-1}c$. Since $f_n(z_n)=0$, the mean value theorem gives $f_n(E)=w\,(z_n-E)$, where $w$ is $\langle\Omega|W_n|\Omega\rangle$ at some energy between $E$ and $z_n$. Hence

$$z_n-E=\frac{c^TD_R^{-1}c}{w}.$$

For small $\alpha$ at fixed shells, $w\to1$, $D_R\to H_f$, and $c$ comes from $-\phi(\Delta+H_f)^{-1}\phi\,\Omega$, which creates photon pairs. For $i\neq j$ either photon can come first; for $i=j$ the second creation gives $\sqrt2$:

$$A_{ij}=g_ig_j\left[\frac1{\Delta+\omega_i}+\frac1{\Delta+\omega_j}\right],\qquad A_{ii}=\frac{\sqrt2\,g_i^2}{\Delta+\omega_i},$$

$$z_n-E\simeq\sum_{n\le i\le j}\frac{A_{ij}^2}{\omega_i+\omega_j}\qquad(\text{leading order},\ \alpha^2).$$

At $\alpha=0.002$ this sum agrees with the computed errors for $n=0$ to 3 within $0.6\%$.

When all $\omega_j\ll\Delta$, $A_{ij}$ is proportional to $g_ig_j/\Delta$. One shell further down, $A^2$ falls by $\rho^4$ and the denominator by $\rho$, so the error falls by $\rho^3$. The dimensionless pair coupling

$$\kappa_n=\frac{|\langle2_n|M_n(E)|\Omega\rangle|}{\langle2_n|M_n(E)|2_n\rangle}\simeq\frac{A_{nn}}{2\omega_n}$$

falls by $\rho^2/\rho=\rho$. A run with $\Lambda=0.02$ gives error ratios $0.127$ and $0.125$ against $\rho^3=0.125$, and $\kappa$ ratios from $0.5055$ to $0.5008$ against $\rho=0.5$. The close match of the second error ratio is partly accidental: at leading order the missing shells at the bottom lower the ratio from $0.1250$ to $0.1235$, the finite $\omega_j/\Delta$ raises it to $0.1243$, and higher orders in $\alpha$ supply the rest. At weak coupling, then, the remaining interaction dies out when measured against the photon energy of its own scale: it is irrelevant in the renormalization sense. This rests on the leading order in $\alpha$ and fails at strong coupling. With $\Lambda=1$, $\alpha=1$, six shells and at most four photons per shell, $\kappa_n$ grows from $0.15$ at $n=1$ to $0.31$ at $n=5$, although $\omega_5\ll\Delta$.

In the six-shell example the last error ratio, from $n=4$ to $n=5$, is $0.079$, well below $0.125$. The finite number of shells lowers this ratio. In the slow limit at leading order, and in units of the shell-5 pair term, the error at $n=5$ is 1. At $n=4$ it is $8$ from pairs in shell 4, $16/3$ from mixed pairs, and 1 from shell 5. The ratio is $1/14.3=0.070$, so at this order the missing shells alone would lower it even slightly below the computed value.

Leading order is not enough at $\alpha=0.2$. Scaling the weak-coupling sums by $(0.2/0.002)^2=10^4$ predicts $6.46\times10^{-3}$ at $n=0$, near the computed $6.83\times10^{-3}$, but $2.54\times10^{-5}$ at $n=3$, about half of the computed $4.83\times10^{-5}$.

## Where parity matters

The spin-down theory has no one-photon vertex, since a single photon would change the parity. The bare strength of such a vertex would be measured by $g_j/\omega_j$, which is the same for every shell, here $0.352$. Unlike $\kappa_n$ at weak coupling, this ratio does not fall from shell to shell.

The contrasting case is a coupling that does not flip the spin. With the spin fixed and no occupation caps, each mode obeys

$$\omega a^\dagger a+g(a+a^\dagger)=\omega\left(a^\dagger+\frac g\omega\right)\left(a+\frac g\omega\right)-\frac{g^2}{\omega}.$$

The energy $-\sum_jg_j^2/\omega_j$ still converges, with terms falling by $\rho$. But each shell holds $g_j^2/\omega_j^2=0.124$ photons on average, and the vacuum weight is $e^{-0.124N}$, which vanishes as $N\to\infty$. Aiming at the bare vacuum is then a poor design, and the modes should be displaced first. Parity alone does not exclude this behaviour in the spin-flip model. At $\alpha=0.2$ the weight of $\Omega$ settles near $0.95$ as shells are added, but at $\alpha=1$, $\Lambda=1$ it falls from $0.60$ with two shells to about $0.1$ with six.

## What the energy does not contain

Agreement with diagonalization verifies the elimination, not the discretization. Raising the occupation caps lowers $E$ by $1.3\times10^{-6}$. The shells cost more. At second order they give $-\sum_jg_j^2/(\Delta+\omega_j)=-0.06103$, while the continuum down to zero frequency gives

$$-\alpha\int_0^{\Lambda}\frac{\omega\,d\omega}{\Delta+\omega}=-\alpha\left[\Lambda-\Delta\ln\left(1+\frac\Lambda\Delta\right)\right]=-0.06137 .$$

Of the difference, $3.4\times10^{-4}$, the photons below $\Lambda/64$ account for about $\alpha(\Lambda/64)^2/(2\Delta)=2.4\times10^{-5}$. The rest comes from replacing each shell by one frequency: $1/(\Delta+\omega)$ is convex, so its average over a shell exceeds its value at the mean. This comparison does not measure the discretization error of the higher orders, so for the continuum with this cutoff no more digits than $-0.066\,\Delta$ should be quoted. The remaining digits of $-0.0657061\,\Delta$ belong to the six-shell model with the occupation caps given above.

## Table of computed values

```
energies in units of the spin splitting Delta
Delta = 1.0, cutoff = 1.0, alpha = 0.2
rho = 0.5, shells = 6, levels per shell = (5, 4, 4, 3, 3, 3)
full dimension = 4320, sector dimension = 2160
shell j, frequency w_j, coupling g_j:
  0  0.777778  0.273861
  1  0.388889  0.136931
  2  0.194444  0.068465
  3  0.097222  0.034233
  4  0.048611  0.017116
  5  0.024306  0.008558
n, kept states, Newton steps, z_n, z_n - E, mu_n - E:
  0  1080  4  -0.0588721309  6.834e-03  1.090012
  1  216  3  -0.0641656708  1.540e-03  0.610727
  2  54  3  -0.0654091278  2.970e-04  0.356893
  3  14  3  -0.0656578219  4.829e-05  0.203462
  4  5  3  -0.0656997382  6.373e-06  0.117455
  5  2  2  -0.0657056074  5.035e-07  0.071684
  6  1  2  -0.0657061109  below 1e-11  0.048451
pair coupling kappa_n, n = 0..5 (dimensionless):
  3.927e-02  2.756e-02  1.775e-02  1.044e-02  5.937e-03  3.227e-03
ground energy, iterated map      = -0.0657061109
ground energy, diagonalization   = -0.0657061109
lowest energy, other parity      = -0.04164738
first excited, same parity       = -0.01725393
second excited, same parity      = 0.00600456
mu_N (last eliminated block)     = -0.01725472
vacuum weight from W             = 0.94860753
vacuum weight from eigenvector   = 0.94860753
test point between levels        = -0.00562469
negative eigenvalues of M_3 there = 2
larger levels per shell          = (7, 6, 5, 4, 4, 4)
ground energy, larger levels     = -0.06570740
lowering by larger levels        = 1.29e-06
second-order energy, shells      = -0.06103085
second-order energy, continuum   = -0.06137056
weak run alpha = 0.002; n, z_n - E, pair sum:
  0  6.4622e-07  6.4593e-07
  1  1.1874e-07  1.1845e-07
  2  1.8624e-08  1.8542e-08
  3  2.5499e-09  2.5351e-09
slow run cutoff = 0.02, alpha = 0.2
  error ratios: 0.1271  0.1250  (rho^3 = 0.125)
  kappa ratios: 0.5055  0.5033  0.5018  0.5013  0.5008  (rho = 0.5)
```
